# The spurious inverse-coupling term of ISI and its removal in revISI

## A number to be explained

Two electrons in a singlet state move on a sphere of radius 1 bohr and repel each other with strength \(\lambda\). Their interaction energy per unit strength is the mean inverse distance between them. From its value at \(\lambda=10^4\), subtract the two leading strong-coupling terms and multiply the remainder by \(\lambda\). The computed ground state gives 0.00004 hartree. The interaction-strength interpolation, ISI, is supplied with the correct values of both subtracted terms and gives 0.1492 hartree. As \(\lambda\) grows further, the first number tends to zero and the second to 0.1498.

ISI therefore contains a term proportional to \(1/\lambda\) that the true curve lacks. Hartree atomic units are used throughout.

## The adiabatic connection and its four data

Fix a density \(n\) and define

\[
F_\lambda=\min_{\Psi\to n}\langle\Psi|T+\lambda V_{ee}|\Psi\rangle ,\qquad
W_\lambda=\langle\Psi_\lambda|V_{ee}|\Psi_\lambda\rangle-U ,
\]

where \(\Psi_\lambda\) is the minimizer and \(U\) the Hartree energy. The minimizer is stationary under variations that keep the density, so only the explicit \(\lambda\) contributes to the derivative:

\[
\frac{dF_\lambda}{d\lambda}=\langle V_{ee}\rangle_\lambda=W_\lambda+U. \tag{1}
\]

With \(F_0=T_s\) and \(E_{xc}=F_1-T_s-U\), integration gives \(E_{xc}=\int_0^1W_\lambda\,d\lambda\).

Four data enter the models. At weak coupling \(W_0=E_x\). The correlation part of \(F_\lambda\) begins as \(\lambda^2E_{GL2}\), with \(E_{GL2}\) the second-order Görling–Levy energy, so the initial slope of \(W_\lambda\) is \(2E_{GL2}\). At strong coupling

\[
W_\lambda=W_\infty+\frac{y}{\sqrt\lambda}+\dots
\]

The first term is the classical repulsion energy of electrons in their optimal correlated positions, minus \(U\). The second comes from zero-point vibration about those positions. I write

\[
z=W_0-W_\infty>0,\qquad g=-2E_{GL2}>0,\qquad y>0 .
\]

These signs are assumed below. If approximate inputs give \(z\le0\), the interpolations lose their basis.

## Why the true curve has no such term

Suppose that \(W_\lambda\) contained \(A/\lambda\) at large \(\lambda\). By (1), \(F_\lambda\) would contain \(A\ln\lambda\). The kinetic energy is \(T_\lambda=F_\lambda-\lambda\,dF_\lambda/d\lambda\), so it would contain

\[
A\ln\lambda-\lambda\frac{A}{\lambda}=A\ln\lambda-A .
\]

A \(1/\lambda\) term in the integrand thus means a logarithm in the kinetic energy.

Suppose instead that \(F_\lambda\) has a large-\(\lambda\) expansion in powers \(\lambda^p\), without logarithms, which may be differentiated term by term. Each power contributes \(p\lambda^{p-1}\) to \(W_\lambda+U\). The power \(\lambda^{-1}\) requires \(p=0\), and then its prefactor vanishes. Under this assumption the \(1/\lambda\) term is absent.

The zero-point picture supports the assumption. The restoring forces grow as \(\lambda\), the frequencies as \(\sqrt\lambda\), and the vibration amplitude shrinks as \(\lambda^{-1/4}\).

- A quartic term in the potential contributes \(\lambda(\lambda^{-1/4})^4=\lambda^0\).
- A cubic term has size \(\lambda^{1/4}\), but its first-order average vanishes by parity. In second order it gives \((\lambda^{1/4})^2/\lambda^{1/2}=\lambda^0\).

The first anharmonic correction to \(F_\lambda\) is then a constant, which disappears on differentiation. In curved coordinates the kinetic operator contributes at the same order: on the sphere treated below, the quartic term of the repulsion gives \(+\tfrac5{24}\) and the curvature term \(-\tfrac13\), which add to the constant \(-\tfrac18\) found there. For a general Coulomb density this is a scaling argument and not a proof. For the sphere the series is constructed below.

## The term contained in ISI

ISI takes

\[
W_\lambda^{ISI}=W_\infty+\frac{X}{\sqrt{1+Y\lambda}+Z}. \tag{2}
\]

At small \(\lambda\), \(\sqrt{1+Y\lambda}=1+Y\lambda/2+\dots\), so the fraction is

\[
\frac{X}{1+Z}-\frac{XY}{2(1+Z)^2}\lambda+\dots
\]

At large \(\lambda\) it begins with \(X/\sqrt{Y\lambda}\). The conditions are therefore

\[
\frac{X}{1+Z}=z,\qquad \frac{XY}{2(1+Z)^2}=g,\qquad \frac{X}{\sqrt Y}=y .
\]

The first gives \(X=z(1+Z)\). Inserted in the second, it gives \(Y=2g(1+Z)/z\). The squared third condition, \(X^2=y^2Y\), becomes

\[
z^2(1+Z)^2=\frac{2gy^2(1+Z)}{z} .
\]

Dividing by \(z^2(1+Z)\) yields

\[
1+Z=\frac{2gy^2}{z^3},\qquad X=\frac{2gy^2}{z^2},\qquad Y=\frac{4g^2y^2}{z^4}. \tag{3}
\]

Now let \(r=\sqrt{1+Y\lambda}\) and expand (2) in \(1/r\):

\[
\frac{X}{r+Z}=\frac Xr-\frac{XZ}{r^2}+O(r^{-3}).
\]

Since \(1/r=(Y\lambda)^{-1/2}+O(\lambda^{-3/2})\), the first term supplies no \(1/\lambda\). The second supplies \(-XZ/(Y\lambda)\). From (3), \(X/Y=z^2/(2g)\), so the coefficient is

\[
A=-\frac{XZ}{Y}=-\frac{z^2}{2g}\left(\frac{2gy^2}{z^3}-1\right)
=\frac{z^2}{2g}-\frac{y^2}{z}. \tag{4}
\]

It vanishes if and only if \(Z=0\), that is \(2gy^2=z^3\). Nothing in the four conditions enforces this relation. Imposing \(Z=0\) by hand leaves two parameters for three conditions, and one of the data must be given up.

The logarithm can be seen in the integral. With \(\lambda=(r^2-1)/Y\) and \(d\lambda=2r\,dr/Y\),

\[
\int_0^\lambda\frac{X\,d\lambda'}{\sqrt{1+Y\lambda'}+Z}
=\frac{2X}{Y}\int_1^r\left(1-\frac{Z}{r'+Z}\right)dr'
=\frac{2X}{Y}\left[r-1-Z\ln\frac{r+Z}{1+Z}\right]. \tag{5}
\]

For large \(\lambda\), \(\ln r\simeq\tfrac12\ln\lambda\) up to a constant, and the logarithmic part is \(-(XZ/Y)\ln\lambda=A\ln\lambda\), as (1) requires. At \(\lambda=1\), (5) is the ISI value of \(E_{xc}-W_\infty\).

## Interpolating the integral instead

The absent term is a statement about the integral of \(W_\lambda\): after \(\sqrt\lambda\) there comes a constant, with no logarithm between them. This suggests modelling the integral and obtaining \(W_\lambda\) by differentiation. Let

\[
\int_0^\lambda W_{\lambda'}\,d\lambda'=W_\infty\lambda+G(\lambda),\qquad
G(\lambda)=\frac{b\lambda}{\sqrt{1+c\lambda}+d}. \tag{6}
\]

The factor \(\lambda\) makes \(G(0)=0\), and the square root gives growth as \(\sqrt\lambda\). Three parameters are available for the three conditions beyond \(W_\infty\). Other functions could satisfy the same requirements; (6) keeps the algebraic shape of ISI and is a choice.

At small \(\lambda\),

\[
G=\frac{b}{1+d}\lambda-\frac{bc}{2(1+d)^2}\lambda^2+\dots
\]

Differentiation doubles the second coefficient, so \(W_0-W_\infty=b/(1+d)\) and the initial slope is \(-bc/(1+d)^2\). At large \(\lambda\), \(G\simeq(b/\sqrt c)\sqrt\lambda\), whose derivative is \(b/(2\sqrt{c\lambda})\). The conditions are

\[
\frac{b}{1+d}=z,\qquad\frac{bc}{(1+d)^2}=g,\qquad\frac{b}{2\sqrt c}=y .
\]

Hence \(b=z(1+d)\) and \(c=g(1+d)/z\). The squared third condition, \(b^2=4y^2c\), reads \(z^2(1+d)^2=4y^2g(1+d)/z\), and so

\[
b=\frac{4gy^2}{z^2},\qquad c=\frac{4g^2y^2}{z^4},\qquad d=\frac{4gy^2}{z^3}-1. \tag{7}
\]

This is revISI. Comparison with (3) shows \(c=Y\), \(b=2X\) and \(1+d=2(1+Z)\). Its energy contains no logarithm:

\[
E_{xc}^{revISI}=W_\infty+\frac{b}{\sqrt{1+c}+d}. \tag{8}
\]

## The absence of the term, and the shape of the curve

Put \(s=\sqrt{1+c\lambda}\), so that \(\lambda=(s^2-1)/c\). Since \(s^2-1=(s-d)(s+d)+d^2-1\),

\[
G=\frac bc\left[s-d+\frac{d^2-1}{s+d}\right]. \tag{9}
\]

At large \(\lambda\), \(s=\sqrt{c\lambda}+1/(2\sqrt{c\lambda})+\dots\), which gives

\[
G=2y\sqrt\lambda-\frac{bd}{c}+\frac{b(d^2-\tfrac12)}{c^{3/2}}\frac1{\sqrt\lambda}+O(\lambda^{-1}).
\]

The parameter \(d\), whose counterpart \(Z\) caused the trouble in ISI, now enters first through a constant. Differentiation removes it:

\[
W_\lambda^{revISI}=W_\infty+\frac{y}{\sqrt\lambda}
+\frac{b(1-2d^2)}{4c^{3/2}}\frac{1}{\lambda^{3/2}}+O(\lambda^{-2}). \tag{10}
\]

The full integrand follows from (9) with \(ds/d\lambda=c/(2s)\):

\[
W_\lambda^{revISI}-W_\infty=\frac{b}{2s}\left[1-\frac{d^2-1}{(s+d)^2}\right]
=\frac{b\,(s^2+2ds+1)}{2s(s+d)^2}. \tag{11}
\]

Positive data give \(d>-1\), so \(s+d>0\) for \(s\ge1\). The numerator satisfies \(s^2+2ds+1>(s-1)^2\ge0\), and the curve stays above \(W_\infty\).

It also decreases. The logarithmic derivative of (11) with respect to \(s\) is

\[
\frac{2(s+d)}{s^2+2ds+1}-\frac1s-\frac2{s+d}
=\frac{2(s+d)}{s^2+2ds+1}-\frac{3s+d}{s(s+d)} .
\]

Over the positive common denominator, the numerator is

\[
2s(s+d)^2-(3s+d)(s^2+2ds+1)=-(s^3+3ds^2+3s+d).
\]

The bracket on the right grows with \(d\), because the coefficient of \(d\) is \(3s^2+1\). At \(d=-1\) it equals \((s-1)^3\), which is nonnegative. For \(d>-1\) the bracket is therefore positive and the derivative negative. A decreasing integrand is what the minimum principle requires: a larger weight on the repulsion cannot increase its expectation value.

## Two limits of the second-order energy

If the unperturbed gap closes while the coupling across it stays finite, \(E_{GL2}\to-\infty\) and \(g\to\infty\). Dividing numerator and denominator of (2) by \(\sqrt Y\), and using \(X/\sqrt Y=y\) and \(Z/\sqrt Y\to y/z\), gives at fixed \(\lambda>0\)

\[
W^{ISI}_\lambda-W_\infty\to\frac{y}{\sqrt\lambda+y/z},\qquad A\to-\frac{y^2}{z}.
\]

The spurious term survives with a negative sign. For revISI, \(b/\sqrt c=2y\) and \(d/\sqrt c\to2y/z\), so (8) becomes

\[
E_{xc}^{revISI}-W_\infty\to\frac{2y}{1+2y/z}=\frac{2yz}{z+2y}.
\]

This is finite although its second-order input diverges.

If \(g\to0\) with \(y\) and \(z\) fixed, \(A\simeq z^2/(2g)\) becomes large and positive. The expansion then sets in only for \(\lambda\gg1/Y=z^4/(4g^2y^2)\), which also grows. A large \(A\) does not by itself imply a large error at \(\lambda=1\).

## Two electrons on a sphere: the data

The singlet ground state is rotationally invariant, so its density is uniform at every \(\lambda\). Among states with uniform density it has the lowest energy, because it has the lowest energy among all states. Hence \(F_\lambda=E_\lambda\), the ground-state energy without external potential. The density functional here is the one for particles confined to the surface.

The wavefunction depends on the angle \(\theta\) between the electrons. Each kinetic operator gives the same contribution, and the two factors \(\tfrac12\) add to one. With the straight-line distance \(u=2\sin(\theta/2)\),

\[
H_\lambda=-\frac{d^2}{d\theta^2}-\cot\theta\frac{d}{d\theta}+\frac{\lambda}{2\sin(\theta/2)} .
\]

For independent, uniformly distributed electrons,

\[
\left\langle\frac1u\right\rangle=\int_0^\pi\frac{1}{2\sin(\theta/2)}\,\frac{\sin\theta}{2}\,d\theta
=\frac12\int_0^\pi\cos\frac\theta2\,d\theta=1 .
\]

Thus \(U=\tfrac12\cdot2^2\cdot1=2\) and \(W_0=1-2=-1\). The smallest repulsion, at opposite points, is \(\tfrac12\), so \(W_\infty=\tfrac12-2=-\tfrac32\) and \(z=\tfrac12\).

For the second-order energy, use \(1/u=\sum_lP_l(\cos\theta)\). The free states \(\sqrt{2l+1}\,P_l\), normalized with weight \(\tfrac12\sin\theta\), have energies \(l(l+1)\). Their matrix elements with the ground state are \(1/\sqrt{2l+1}\). Therefore

\[
E_{GL2}=-\sum_{l\ge1}\frac{1}{l(l+1)(2l+1)} .
\]

Each summand equals

\[
2\left(\frac1{2l}-\frac1{2l+1}\right)-2\left(\frac1{2l+1}-\frac1{2l+2}\right).
\]

From \(\ln2=1-\tfrac12+\tfrac13-\dots\), the two brackets sum to \(1-\ln2\) and \(\ln2-\tfrac12\). So \(E_{GL2}=4\ln2-3=-0.227411\) and \(g=0.454823\). The slope of the computed \(W_\lambda\) at \(\lambda=0\) is \(-0.454823\).

## The strong-coupling series on the sphere

Let \(\delta=\pi-\theta\) and \(f=\psi'/\psi\), with the prime denoting \(d/d\delta\). The Schrödinger equation becomes

\[
-(f'+f^2+\cot\delta\,f)+\frac\lambda2\sec\frac\delta2=E_\lambda .
\]

Insert \(f=\sum_k\lambda^{(1-k)/2}f_k\) and \(E_\lambda=\sum_ke_k\lambda^{1-k/2}\). The order \(\lambda\) gives \(e_0=\tfrac12\) and, with the sign of a decaying state,

\[
f_0=-\sqrt{\frac{\sec(\delta/2)-1}{2}}=-\frac\delta4\left(1+\frac{5\delta^2}{96}+\dots\right).
\]

For \(k\ge1\),

\[
e_k=-\Big[f_{k-1}'+\cot\delta\,f_{k-1}+2f_0f_k+\sum_{i=1}^{k-1}f_if_{k-i}\Big]. \tag{12}
\]

The \(f_k\) are odd, so at \(\delta=0\) this reduces to \(e_k=-2f_{k-1}'(0)\). With this \(e_k\), the remaining terms that determine \(2f_0f_k\) are even and begin at \(\delta^2\). Division by \(f_0\), which begins at \(\delta\), gives a regular odd \(f_k\). The recursion thus continues to every order without producing a logarithm.

The first step gives \(e_1=-2(-\tfrac14)=\tfrac12\). For the next,

\[
e_1+f_0'+\cot\delta\,f_0=\frac12+\left(-\frac14-\frac{15\delta^2}{384}\right)
+\left(-\frac14+\frac{\delta^2}{12}-\frac{5\delta^2}{384}\right)=\frac{\delta^2}{32},
\]

up to higher powers. Dividing by \(-2f_0\simeq\delta/2\) gives \(f_1\simeq\delta/16\), hence \(e_2=-\tfrac18\). Two further steps, carried out symbolically, give

\[
E_\lambda=\frac\lambda2+\frac{\sqrt\lambda}2-\frac18-\frac1{128\sqrt\lambda}-\frac{9}{1024\lambda}+\dots
\]

and, by differentiation and subtraction of \(U\),

\[
W_\lambda=-\frac32+\frac1{4\sqrt\lambda}+\frac1{256\,\lambda^{3/2}}+\frac{9}{1024\lambda^2}+\dots
\]

So \(y=\tfrac14\), and there is no \(1/\lambda\) term. The construction is formal; that it describes the ground state was tested at \(\lambda=10^4\) by diagonalization, separately for \(E_\lambda\) and \(W_\lambda\).

## Reading the numbers

Equation (4) gives

\[
A=\frac{0.25}{2(0.454823)}-\frac{0.0625}{0.5}=0.27483-0.12500=0.14983 .
\]

This is the limit seen at the start. The value depends on the radius of the sphere, but the fact that it is nonzero does not. For radius \(R\), scaling gives \(E_\lambda(R)=R^{-2}E_{\lambda R}(1)\). Hence \(z=1/(2R)\), \(y=1/(4R^{3/2})\), and \(g\) is unchanged. Then \(2gy^2/z^3=g\), so \(Z=g-1\) for every radius and \(A=(1/g-1)/(8R^2)\), which is never zero.

For revISI, (7) gives \(b=0.454823\), \(c=0.827454\) and \(d=-0.090355\). Its scaled remainder at \(\lambda=10^4\) is 0.0015, in agreement with (10), whose coefficient 0.1486 is divided by \(\sqrt\lambda=100\).

That coefficient is still wrong: the correct one is \(1/256=0.0039\), about 38 times smaller. The constant in the integral is also wrong, \(-bd/c=0.0497\) against \(-0.125\). revISI has the correct powers through this order, but neither of these coefficients was among its data.

At physical coupling \(\sqrt{1+c}=1.35183\), and (8) gives

\[
E_{xc}^{revISI}=-1.5+\frac{0.454823}{1.35183-0.09035}=-1.13945 .
\]

Subtracting \(E_x=-1\) leaves \(E_c=-0.13945\) hartree (\(-3.795\) eV). For ISI, \(X=0.227411\) and \(Z=-0.545177\), and (5) gives

\[
E_{xc}^{ISI}=-1.5+0.54966\left[0.35183+0.54518\ln\frac{0.80666}{0.45482}\right]=-1.1349 ,
\]

so \(E_c=-0.1349\) hartree (\(-3.671\) eV). Diagonalization gives \(-0.14722\) hartree (\(-4.006\) eV). Relative to this value, ISI recovers too little correlation by 12.3 millihartree, or 8.4%, and revISI by 7.8 millihartree, or 5.3%.

This improvement cannot be credited to the asymptotic correction alone. The energy integral covers \(0\le\lambda\le1\), where \(c\lambda\) is below one and the large-\(\lambda\) expansion of either model does not apply. Changing the functional form also changes the curve there, and for this system the change is in the right direction. The direction of the change depends on the data. At \(Z=0\) one has \(d=1\), and (5) and (9) coincide; with \(y\) and \(z\) as here this happens at \(g=1\). At \(g=5\), where \(Z>0\), revISI gives less correlation than ISI, \(-0.2375\) against \(-0.2541\) hartree. Which model is closer for another density is not settled by this example. The numerical output lists both models beside the computed curve from \(\lambda=0.5\) to \(10^4\).

## Numbers as computed

```
Two electrons on a sphere, R = 1 bohr; energies in hartree
Hartree energy U = 2.000000
W_0 = -1.000000   W_inf = -1.500000   z = 0.500000
E_GL2 = -0.227411   g = 0.454823   y = 0.250000
slope of computed W at lambda=0: -0.454823
Series of E_lambda, coefficients of lambda^(1-k/2), k=0..4:
  1/2, 1/2, -1/8, -1/128, -9/1024
E - lambda/2 - sqrt(lambda)/2 at lambda=1e4: -0.125079
ISI parameters X, Y, Z: 0.227411, 0.827454, -0.545177
revISI parameters b, c, d: 0.454823, 0.827454, -0.090355
Spurious ISI coefficient A = 0.149832
lambda^(-3/2) coefficient of W: exact 0.003906, revISI 0.148599
constant in integrated W: exact -0.125000, revISI 0.049665
W_lambda:  lambda, computed, ISI, revISI
       0.5 -1.160013 -1.146781 -1.151574
       1.0 -1.241219 -1.218082 -1.226926
      10.0 -1.420682 -1.409044 -1.416845
     100.0 -1.474995 -1.473575 -1.474849
    1000.0 -1.492094 -1.491947 -1.492090
   10000.0 -1.497500 -1.497485 -1.497500
lambda*(W - W_inf - y/sqrt(lambda)):  lambda, computed, ISI, revISI
       0.5 -0.006783 -0.000167 -0.002564
       1.0 0.008781 0.031918 0.023074
      10.0 0.002610 0.118990 0.040979
     100.0 0.000489 0.142451 0.015050
    1000.0 0.000133 0.147768 0.004746
   10000.0 0.000040 0.149207 0.001492
Correlation energy at lambda=1 (hartree; eV), error (millihartree):
  computed  -0.147219; -4.0060; 0.000
  ISI       -0.134904; -3.6709; 12.315
  revISI    -0.139453; -3.7947; 7.766
```
